# Deriving the direct ring CCD Riccati equation from coupled-cluster doubles, part 2

Direct ring CCD (drCCD) keeps only those terms of coupled-cluster doubles (CCD) in which direct integrals close particle-hole loops. Hartree atomic units are used. Orbitals $i,j,k,l$ are occupied and $a,b,c,d$ virtual, with energies $\varepsilon_p$. Repeated indices not on the left are summed, and

$$(pq|rs)=\iint \phi_p^*(1)\phi_q(1)\,\frac{1}{r_{12}}\,\phi_r^*(2)\phi_s(2).$$

Each spatial orbital has $N$ flavours ($N=2$ for spin), and $[pq]$ is 1 for equal flavours, otherwise 0. The Hamiltonian is $H$, and $\hat T=\tfrac14 t_{ij}^{ab}\,a^\dagger b^\dagger j\,i$ with

$$t_{ij}^{ab}=T_{ij}^{ab}[ia][jb]-T_{ij}^{ba}[ib][ja],\qquad T_{ij}^{ab}=T_{ji}^{ba}.$$

With $P_+X_{ij}^{ab}=X_{ij}^{ab}+X_{ji}^{ba}$, $U_{ik}^{ac}=N\,T_{ik}^{ac}-T_{ik}^{ca}$ and $L_{kcld}=N(kc|ld)-(kd|lc)$, CCD for canonical orbitals is $r_1+\dots+r_9=0$:

$$\begin{aligned}
r_1&=(ai|bj),\quad r_2=(\varepsilon_a+\varepsilon_b-\varepsilon_i-\varepsilon_j)\,T_{ij}^{ab},\\
r_3&=(ac|bd)\,T_{ij}^{cd},\quad r_4=(ki|lj)\,T_{kl}^{ab},\\
r_5&=P_+\big[N\,T_{ik}^{ac}(kc|bj)-T_{ik}^{ca}(kc|bj)-T_{ik}^{ac}(kj|bc)-T_{ik}^{cb}(kj|ac)\big],\\
r_6&=U_{ik}^{ac}(kc|ld)U_{jl}^{bd}-(kd|lc)\big[N\,T_{ik}^{ac}T_{jl}^{bd}-T_{ik}^{ac}T_{jl}^{db}-T_{ik}^{ca}T_{jl}^{bd}-T_{jk}^{ca}T_{il}^{db}\big],\\
r_7&=T_{ij}^{cd}\,(kc|ld)\,T_{kl}^{ab},\\
r_8&=-P_+\,T_{ik}^{ab}\,T_{jl}^{cd}L_{kcld},\quad r_9=-P_+\,T_{ij}^{ac}\,T_{kl}^{bd}L_{kcld}.
\end{aligned}$$

In order, these are source, Fock, particle ladder, hole ladder, linear ring, quadratic ring, quadratic ladder, hole and particle terms. The energy is

$$E_c=\tfrac12\,T_{ij}^{ab}\big[N^2(ia|jb)-N(ib|ja)\big].$$

drCCD is the limit $N\to\infty$ at fixed $\varepsilon_p$, with physical integrals scaled by $2/N$ and $\mathcal T=NT$. A piece with $m$ factors (integrals plus amplitudes) survives only with $m-1$ loops, each giving $N$. This keeps $r_1$, $r_2$ and the leading pieces of $r_5$ and $r_6$:

$$B^*+A\mathcal T+\mathcal TA^*+\mathcal TB\mathcal T=0,\qquad E_c=\tfrac12\operatorname{Tr}(B\mathcal T).$$

Here $\mathcal T_{ia,jb}=\mathcal T_{ij}^{ab}$ and $\Delta_{ia,jb}=(\varepsilon_a-\varepsilon_i)\delta_{ij}\delta_{ab}$. For real orbitals the stars drop and $A=\Delta+B$. The physical closed shell has $B=2(ia|jb)$ and $\mathcal T=2T$; in spin orbitals, $\mathcal T^{\rm so}=T[ia][jb]$. What follows solves this equation, links it to the direct random-phase approximation (RPA), and tests it.

## Solution and link to the direct RPA

Take real orbitals and assume every gap is positive, $\Delta>0$. The matrix $B$ is positive semidefinite, since $x^{\mathsf T}Bx$ is twice the Coulomb self-energy integral $\iint\rho(1)\rho(2)/r_{12}$ of the density $\rho=x_{ia}\phi_i\phi_a$. The RPA eigenproblem for $n$ pairs is

$$AX+BY=X\omega,\qquad -BX-AY=Y\omega,$$

with $n\times n$ matrices $X,Y$ and diagonal $\omega$. Suppose $X$ is invertible and put $\mathcal T=YX^{-1}$. Multiplying both equations on the right by $X^{-1}$ gives

$$A+B\mathcal T=X\omega X^{-1},\qquad -B-A\mathcal T=\mathcal T\,X\omega X^{-1}.$$

Multiplying the first on the left by $\mathcal T$ and subtracting the second gives $\mathcal TA+\mathcal TB\mathcal T+B+A\mathcal T=0$, the Riccati equation. The trace of the first gives $\operatorname{Tr}(B\mathcal T)=\operatorname{Tr}\omega-\operatorname{Tr}A$, so

$$E_c=\tfrac12\operatorname{Tr}(\omega-A).$$

It remains to show that $X$ is invertible and which solution this is. The sum and difference of the RPA equations are $(A-B)(X-Y)=(X+Y)\omega$ and $(A+B)(X+Y)=(X-Y)\omega$, with $A-B=\Delta$ and $A+B=\Delta+2B$. The symmetric matrix $M=\Delta^{1/2}(\Delta+2B)\Delta^{1/2}$ is positive definite. Let $MZ=Z\omega^2$ with $Z$ orthogonal and $\omega>0$, and set

$$X+Y=\Delta^{1/2}Z\omega^{-1/2},\qquad X-Y=\Delta^{-1/2}Z\omega^{1/2}.$$

Then $\Delta(X-Y)=\Delta^{1/2}Z\omega^{1/2}=(X+Y)\omega$, and $(\Delta+2B)(X+Y)=\Delta^{-1/2}MZ\omega^{-1/2}=(X-Y)\omega$, so both equations hold. Define $S=(X-Y)(X+Y)^{-1}=\Delta^{-1/2}\Omega\Delta^{-1/2}$ with $\Omega=Z\omega Z^{\mathsf T}=M^{1/2}$. $S$ is symmetric and positive definite. Since $X=\tfrac12(1+S)(X+Y)$, $X$ is invertible, and since $Y=\tfrac12(1-S)(X+Y)$,

$$\mathcal T=(1-S)(1+S)^{-1}.$$

This is symmetric, and its eigenvalues $(1-s)/(1+s)$ with $s>0$ lie between $-1$ and $1$. They are in fact not positive. Let $(\Omega-\Delta)u=\lambda u$. From $\Omega^2-\Delta^2=\tfrac12[(\Omega+\Delta)(\Omega-\Delta)+(\Omega-\Delta)(\Omega+\Delta)]$ it follows that $u^{\mathsf T}(\Omega^2-\Delta^2)u=\lambda\,u^{\mathsf T}(\Omega+\Delta)u$. The left side is $2u^{\mathsf T}\Delta^{1/2}B\Delta^{1/2}u\ge0$ and the last factor is positive, so $\lambda\ge0$. Hence $S-1=\Delta^{-1/2}(\Omega-\Delta)\Delta^{-1/2}\ge0$, every $s\ge1$, and $\mathcal T$ is negative semidefinite, which gives $E_c\le0$. For $B\to0$, $\Omega\to\Delta$ and $\mathcal T\to0$, so this is the root connected to perturbation theory. Replacing some $\omega$ by $-\omega$ generates other roots, which a careless solver can find.

The same result closes a gap in the large-$N$ argument. A small change $\delta$ of $\mathcal T$ changes the residual by $(A+\mathcal TB)\delta+\delta(A+B\mathcal T)$. The matrix $A+B\mathcal T=X\omega X^{-1}$ and its transpose $A+\mathcal TB$ have eigenvalues $\omega_m$, so this linear map has eigenvalues $\omega_m+\omega_n>0$ and is invertible. The dropped terms, of order $1/N$, therefore shift the solution by order $1/N$, and CCD has a solution branch that tends to drCCD.

The imaginary-frequency form of the RPA energy follows too. With $G(u)=2\Delta/(\Delta^2+u^2)$ and $Q=G^{1/2}BG^{1/2}$,

$$1+Q=(\Delta^2+u^2)^{-1/2}\,(M+u^2)\,(\Delta^2+u^2)^{-1/2},$$

so $\operatorname{Tr}\ln(1+Q)=\sum_m\ln[(\omega_m^2+u^2)/(\Delta_m^2+u^2)]$. The integral $\int_0^\infty\ln[(\omega^2+u^2)/(\Delta^2+u^2)]\,du$ vanishes at $\omega=\Delta$ and has derivative $\int_0^\infty2\omega\,du/(\omega^2+u^2)=\pi$, so it equals $\pi(\omega-\Delta)$. The same elementary integral gives $\int_0^\infty\operatorname{Tr}Q\,du=\pi\operatorname{Tr}B$. Therefore

$$\frac1{2\pi}\int_0^\infty\operatorname{Tr}\big[\ln(1+Q)-Q\big]du=\tfrac12\operatorname{Tr}(\omega-\Delta-B)=E_c.$$

## Limits and failures

For a single pair the equation is $B+2A\mathcal T+B\mathcal T^2=0$, with roots $(\pm\omega-A)/B$, $\omega=\sqrt{A^2-B^2}=\sqrt{\Delta(\Delta+2B)}$, and product of roots equal to 1. With $x=B/\Delta$ and $\sqrt{1+2x}=1+x-\tfrac12x^2+\tfrac12x^3-\tfrac58x^4+\dots$,

$$E_c=\tfrac12(\omega-\Delta-B)=-\frac{B^2}{4\Delta}+\frac{B^3}{4\Delta^2}-\frac{5B^4}{16\Delta^3}+\dots$$

The first term is the direct part of second-order Møller-Plesset theory (MP2). For this single pair with $B>0$ the higher rings alternate in sign, and together they reduce the magnitude of the first term, which is screening. The series converges only for $2B\le\Delta$. The simple iteration $\mathcal T\leftarrow-(B+2B\mathcal T+B\mathcal T^2)/(2\Delta)$ multiplies the error by $-B(1+\mathcal T)/\Delta=-(\omega-\Delta)/\Delta$ per step, so it converges for $\omega<2\Delta$, that is $B<\tfrac32\Delta$. As $\Delta\to0$ both fail, while the closed form stays finite, with $\mathcal T\to-1$ and $E_c\to-\tfrac12B$. A finite answer there is not in itself a sign of accuracy, since a single determinant is no longer a good reference.

With $\Delta>0$ and a repulsive Coulomb interaction the frequencies are always real. If $\Delta>0$ but a model interaction is attractive enough that $\Delta+2B$ has a negative eigenvalue, then $M$ has one too, a frequency is imaginary and there is no real physical root. If a gap is negative, $\Delta^{1/2}$ is not real and the construction above does not apply; for a single pair $\omega^2=\Delta(\Delta+2B)$ is negative when $\Delta<0<\Delta+2B$ and positive again when $\Delta+2B<0$.

The price of the truncation is the Pauli principle. In spin orbitals the amplitudes $\mathcal T^{\rm so}_{ia,ib}$, which move two electrons out of the same spin orbital $i$, are in general not zero. In CCD the exchange pieces cancel such amplitudes exactly. As a result drCCD assigns a negative correlation energy to a one-electron system. Evaluating the drCCD amplitudes with the full energy expression, $N^2(ia|jb)-N(ib|ja)$, restores the exchange term at second order and is known as second-order screened exchange. One may also keep antisymmetrized integrals in $A$ and $B$, which gives ring CCD with exchange. Then $A-B$ is no longer $\Delta$, the positivity argument above is lost, and imaginary frequencies can occur.

## Worked example: an $s^2$ atom with an empty $p$ shell

The model has one doubly occupied $s$ orbital and three empty real $p$ orbitals, with illustrative inputs on a Hartree-Fock-like energy scale. The radial functions are normalized $r^2e^{-\zeta r}$ with $\zeta_s=1.25$ and $\zeta_p=0.9$ bohr$^{-1}$. The mean radius is $\int r^7e^{-2\zeta r}dr/\int r^6e^{-2\zeta r}dr=7/(2\zeta)$, which is $2.8000$ bohr $=1.4817$ Å for $s$ and $3.8889$ bohr $=2.0579$ Å for $p$. The orbital energies are $\varepsilon_s=-0.33$ and $\varepsilon_p=0.07$ Eh, so $\Delta=0.40$ Eh $=10.8846$ eV.

### Integrals

The expansion $1/r_{12}=\sum_k r_<^k\,r_>^{-k-1}P_k(\hat n\cdot\hat n')$ splits each integral into radial Slater integrals and angular factors. The radial values are $F^0_{ss}=0.322673$, $F^0_{sp}=0.264923$, $F^0_{pp}=0.232324$, $F^2_{pp}=0.122637$ and $G^1=0.161159$ Eh. The angular functions are $1/\sqrt{4\pi}$ and $\sqrt{3/4\pi}\,n_x$, and so on, and angle brackets below denote averages over the sphere.

For $(sx|sy)$ only $k=1$ contributes, with factor $3\langle n_xn_c\rangle\langle n_yn_c\rangle$. Since $\langle n_an_c\rangle=\delta_{ac}/3$, this vanishes for different directions and is $\tfrac13$ for equal ones. So $K\equiv(sx|sx)=G^1/3=0.161159/3=0.053720$ Eh $=1.4618$ eV, where $K$ now denotes this single number. For $(ss|xx)$ only $k=0$ contributes, giving $F^0_{sp}$. For $k=2$, $P_2=\tfrac32(\hat n\cdot\hat n')^2-\tfrac12$, and the factor of $(ab|ab)$ is $\tfrac32m_{cd}m_{cd}-\tfrac12(\operatorname{tr}m)^2$ with $m_{cd}=3\langle n_an_bn_cn_d\rangle=\tfrac15(\delta_{ab}\delta_{cd}+\delta_{ac}\delta_{bd}+\delta_{ad}\delta_{bc})$. For $ab=xx$, $m=\operatorname{diag}(3,1,1)/5$ gives $\tfrac{33}{50}-\tfrac{25}{50}=\tfrac4{25}$. For $ab=xy$, $m_{xy}=m_{yx}=\tfrac15$ gives $\tfrac3{25}$. Hence

$$V\equiv(xx|xx)+2(xy|xy)=F^0_{pp}+\tfrac25F^2_{pp}=0.232324+0.049055=0.281379\ {\rm Eh}.$$

### The drCCD solution

The three pairs $s\to x,y,z$ are uncoupled, and each has $B=2K=0.107439$ Eh and $A=\Delta+B=0.507439$ Eh. Then

$$\omega=\sqrt{0.40\times(0.40+2\times0.107439)}=0.495935\ {\rm Eh}=13.4951\ {\rm eV}.$$

The physical root is $\mathcal T=(0.495935-0.507439)/0.107439$, which is $-0.107078$ when carried to full precision. The other root is $-9.338978$, and the product of the two is 1. The four kept terms at the solution are

$$B+2\Delta\mathcal T+2B\mathcal T+B\mathcal T^2=0.107439-0.085662-0.023009+0.001232=0.$$

The energy of three channels is $E_c=\tfrac32B\mathcal T=1.5\times0.107439\times(-0.107078)=-0.017257$ Eh $=-0.4696$ eV. The iteration from zero gives $-0.134299$, $-0.100649$, $-0.108626$, $-0.106707$, $-0.107167$, and the error alternates and shrinks by about $(0.495935-0.40)/0.40=0.24$ per step, as predicted. The ring series gives $E_2=-0.021644$, $E_3=+0.005813$ and $E_4=-0.001952$ Eh, with partial sum $-0.017782$ Eh from the unrounded terms, which is 3 per cent larger in magnitude than the full value. The remaining terms still matter because $2B/\Delta=0.54$ is not small.

The same-spin amplitude is $\mathcal T/2=-0.053539$, as large as the opposite-spin one, although the atom has only one electron of each spin. With a single occupied orbital $(ia|jb)=(ib|ja)$, so exchange multiplies the energy expression by $1-1/N=\tfrac12$. Full MP2 is $-0.010822$ Eh, half of $E_2$, and the drCCD amplitudes with antisymmetrized integrals give $-0.008628$ Eh $=-0.2348$ eV.

The frequency $\omega$ is not a good excitation energy here. It lacks the electron-hole attraction. With one-electron energies $h_s$ and $h_p$, the singlet $sp$ configuration has energy $h_s+h_p+F^0_{sp}+K$ and the reference has $2h_s+F^0_{ss}$. With $\varepsilon_s=h_s+F^0_{ss}$ and $\varepsilon_p=h_p+2F^0_{sp}-K$ their difference is $\Delta-F^0_{sp}+2K=0.2425$ Eh. The odd-parity singlets of the model contain only this configuration, so the exact excitation energy adds only the ground-state correlation energy of $0.0184$ Eh found below. It is $0.2609$ Eh, about $7.1$ eV, against $\omega=13.5$ eV.

### What was dropped

By rotational symmetry the CCD amplitudes are $T_{ss}^{ab}=T\delta_{ab}$, so $T^{ca}=T^{ac}$, $U=(N-1)T$ and $L=(N-1)K$ on the diagonal. For the element $ss\to xx$ the nine terms are $K$, $2\Delta T$, $VT$, $F^0_{ss}T$, $2[(N-1)K-2F^0_{sp}]T$, $[(N-1)^2-(N-3)]KT^2$, $3KT^2$, $-6(N-1)KT^2$ and $-2(N-1)KT^2$. The factors 3 come from the free sum over the three directions in $r_7$ and $r_8$. At $N=2$, doubling the equation and writing $\tau=2T$,

$$2K+D\tau-\tfrac32K\tau^2=0,\qquad D=2\Delta+V+F^0_{ss}+2K-4F^0_{sp},\qquad E_c=\tfrac32K\tau.$$

Numerically $D=0.80+0.281379+0.322673+0.107439-1.059692=0.451798$ Eh $=12.2941$ eV, the last digit being fixed by unrounded inputs. CCD is exact for this model. The single excitations $s\to p$ have odd parity, so the ground state mixes only $s^2$ with the state $(x^2+y^2+z^2)/\sqrt3$. From $\varepsilon_s=h_s+F^0_{ss}$ and $\varepsilon_p=h_p+2F^0_{sp}-K$, that state, of energy $2h_p+V$, lies $D$ above $s^2$, of energy $2h_s+F^0_{ss}$, and the coupling is $\sqrt3K$. With mixing coefficient $c$ the eigenvalue equations are $E=\sqrt3Kc$ and $\sqrt3K+Dc=Ec$, and $c=\sqrt3\,\tau/2$ turns them into the two CCD relations. The result is $\tau=-0.228492$ and $E_c=1.5\times0.053720\times(-0.228492)=-0.018412$ Eh $=-0.5010$ eV.

The doubled terms at this solution are, in Eh: source $0.107439$, Fock $-0.182794$, particle ladder $-0.064293$, hole ladder $-0.073728$, linear ring $+0.217583$, quadratic ring $0.002805$, quadratic ladder $0.004207$, hole term $-0.008414$, particle term $-0.002805$. They sum to zero. The linear ring shows how much the truncation changes. Its direct piece, the one drCCD keeps, is $2B\tau=-0.0491$, the exchanged-amplitude piece is $-B\tau=+0.0245$, and the electron-hole attraction is $-4F^0_{sp}\tau=+0.2421$. The dropped pieces outweigh the kept one and reverse the sign. The quadratic terms also change sign, from $+2K\tau^2$ to $-\tfrac32K\tau^2$.

The drCCD energy, $-0.4696$ eV, is nevertheless within 7 per cent of the exact $-0.5010$ eV. This closeness is a cancellation. The exact amplitude is $0.228492/0.107078=2.13$ times the drCCD one, mainly because the linear coefficient is $D=0.452$ and not $2A=1.015$ Eh, while the exact energy expression carries half the prefactor. The ratio of energies is $2.13/2=1.07$. Restoring exchange in the energy alone removes one side of the cancellation and makes the result worse, $-0.2348$ eV.

### Approach to the limit

With all integrals scaled by $2/N$, the CCD energy and amplitude $NT$ are:

| $N$ | $E_c$ (Eh) | $NT$ |
|---|---|---|
| 2 | $-0.0184118$ | $-0.228492$ |
| 3 | $-0.0175680$ | $-0.163515$ |
| 4 | $-0.0174097$ | $-0.144038$ |
| 10 | $-0.0172837$ | $-0.119162$ |
| 100 | $-0.0172581$ | $-0.108169$ |
| 1000 | $-0.0172568$ | $-0.107186$ |

The extrapolated limit is $-0.0172566$ Eh, equal to drCCD. For large $N$ both errors fall as $1/N$, but the energy error has a much smaller prefactor. For $N\le4$ its higher-order part dominates and at $N=10$ the two parts are about equal, so over this range it falls faster than $1/N$. At $N=100$ the amplitude is off by 1 per cent and the energy by 0.01 per cent. The nine terms explain this. With $\mathcal T_N=NT$ they sum to

$$2K+2\Delta\mathcal T_N+\frac2N\big[V+F^0_{ss}+2(N-1)K-4F^0_{sp}\big]\mathcal T_N+\frac{2}{N^2}\big(N^2-11N+15\big)K\mathcal T_N^2=0,$$

and $E_c=3K(1-1/N)\mathcal T_N$. The $1/N$ part of the equation is $(2/N)\,\gamma\,\mathcal T$ with $\gamma=V+F^0_{ss}-2K-4F^0_{sp}-11K\mathcal T=-0.5631+0.0633=-0.4998$ Eh. The derivative of the Riccati residual is $2\omega$, so $\mathcal T_N\approx\mathcal T[1-\gamma/(N\omega)]=\mathcal T(1+1.008/N)$. This almost cancels the factor $1-1/N$. The near equality of $-\gamma$ and $\omega$ depends on the chosen gap and exponents and has no general significance.

## The numerical check

The numerical check tests the derivation by independent routes. It builds $H$ and $\hat T$ as matrices over the 70 determinants of four electrons in eight spin orbitals, with random complex integrals, a non-diagonal Fock matrix and random amplitudes, and finds that $e^{-\hat T}He^{\hat T}$ reproduces the nine-term residual and the energy to $3\times10^{-15}$ Eh. It evaluates each spin-orbital term with explicit flavour sums for $N=2$ to $5$, compares it with $r_1,\dots,r_9$ (largest error $1\times10^{-13}$ Eh), fits a polynomial in $N$, and confirms that the coefficient of $N^{m-1}$ is the matching piece of the Riccati equation for the four kept terms and zero for the other five. For water in the STO-3G basis with Hartree-Fock orbitals, at a chosen geometry of $0.9579$ Å and $104.42^\circ$, where the matrices do not commute, the iterated amplitudes equal $YX^{-1}$, and $\tfrac12\operatorname{Tr}(B\mathcal T)=-0.05234624$ Eh $=-1.42441$ eV agrees with $\tfrac12\operatorname{Tr}(\omega-A)$ and with the frequency integral. The amplitude matrix is symmetric and negative semidefinite with lowest eigenvalue $-0.138732$. These numbers test the identities and belong to the minimal basis only. At the same geometry the all-electron drCCD energy is $-0.138$ Eh in 6-31G, $-0.231$ Eh in cc-pVDZ and $-0.328$ Eh in cc-pVTZ, and it is still not converged there. For the atomic model it checks the angular factors on a grid, the spin-orbital Riccati solution against the closed form, the ring series, CCD at $N=2$ against diagonalization, CCD at $N=3$ against a spin-orbital solution, and the extrapolation to $N\to\infty$.

## Values computed for the example and the checks

```
CCD terms vs exp(-T)H exp(T), max error 3e-15 Eh
flavour formulas vs explicit sums, max error 1e-13 Eh
  source: top power N^0, needed N^0, kept
  fock: top power N^0, needed N^0, kept
  pp ladder: top power N^0, needed N^1, dropped
  hh ladder: top power N^0, needed N^1, dropped
  lin ring: top power N^1, needed N^1, kept
  quad ring: top power N^2, needed N^2, kept
  quad ladder: top power N^0, needed N^2, dropped
  quad hole: top power N^1, needed N^2, dropped
  quad particle: top power N^1, needed N^2, dropped
water R(OH) 0.9579 angstrom, angle 104.42 deg
water E drCCD -0.05234624 Eh = -1.42441 eV; freq integral -0.05234624 Eh
water lowest eigenvalue of T -0.138732
1 Eh = 27.211386 eV, 1 bohr = 0.529177 angstrom
zeta_s 1.25 /bohr, <r>_s 2.8000 bohr = 1.4817 angstrom
zeta_p 0.9 /bohr, <r>_p 3.8889 bohr = 2.0579 angstrom
eps_s -0.33 Eh, eps_p 0.07 Eh, gap 0.40 Eh = 10.8846 eV
F0ss 0.322673, F0sp 0.264923, F0pp 0.232324, F2pp 0.122637, G1 0.161159 Eh
K = G1/3 0.053720 Eh = 1.4618 eV
A 0.507439 Eh, B 0.107439 Eh
omega 0.495935 Eh = 13.4951 eV
roots T: physical -0.107078, other -9.338978; same-spin T/2 -0.053539
iterates of T: -0.134299 -0.100649 -0.108626 -0.106707 -0.107167
kept terms B 0.107439, 2gapT -0.085662, 2BT -0.023009, BT^2 0.001232 Eh
E drCCD -0.017257 Eh = -0.4696 eV
E drCCD amplitudes, antisym integrals -0.008628 Eh = -0.2348 eV
E2 (direct MP2) -0.021644 Eh = -0.5890 eV
E3 ring 0.005813 Eh = 0.1582 eV
E4 ring -0.001952 Eh = -0.0531 eV
full MP2 -0.010822 Eh = -0.2945 eV
double-excitation energy D 0.451798 Eh = 12.2941 eV
E exact = CCD (N=2) -0.018412 Eh = -0.5010 eV
2 x CCD terms, element ss->xx, at CCD solution N=2 (Eh):
  source: 0.107439
  fock: -0.182794
  pp ladder: -0.064293
  hh ladder: -0.073728
  lin ring: 0.217583
  quad ring: 0.002805
  quad ladder: 0.004207
  quad hole: -0.008414
  quad particle: -0.002805
N 2: E CCD -0.0184118 Eh, N*T -0.228492
N 3: E CCD -0.0175680 Eh, N*T -0.163515
N 4: E CCD -0.0174097 Eh, N*T -0.144038
N 10: E CCD -0.0172837 Eh, N*T -0.119162
N 100: E CCD -0.0172581 Eh, N*T -0.108169
N 1000: E CCD -0.0172568 Eh, N*T -0.107186
N->inf extrapolated -0.0172566 Eh, drCCD -0.0172566 Eh
```
